# Subthreshold swing with an exponential band tail at low temperature

## The band-tail limit of the subthreshold swing

If the carriers of a transistor below threshold follow Boltzmann statistics above a sharp band edge, an ideally coupled gate changes the current tenfold for every $\ln 10\,k_BT/q$ of gate voltage. This voltage per decade, the subthreshold swing, would then vanish with temperature, and a cooled transistor could be switched by an arbitrarily small voltage. At 4.64 K the rule gives about 0.92 mV per decade. If the band edge has a conducting exponential tail of width 0.004 eV, the swing at that temperature is ten times larger, and further cooling does not reduce it. A supply voltage chosen from the Boltzmann rule would fail to turn the device off.

The limiting value is $\ln 10\,W/q$ for a tail of width $W$, but under conditions: the tail states must conduct with a uniform mobility, the tail must extend several $W$ below the Fermi level, the gate must control the channel ideally, and the channel charge must be small. The derivation below shows where each condition enters.

### The model

The algebra uses atomic units, in which $\hbar$, the electron mass, the elementary charge $q$ and $4\pi\varepsilon_0$ equal one. Temperature appears as the energy $\tau=k_BT$. The channel is a thin electron sheet. With energy $\varepsilon$ measured from the band edge, its density of states per area is

$$D(\varepsilon)=\begin{cases}D_0, & \varepsilon>0\\ D_0\,e^{\varepsilon/W}, & \varepsilon<0.\end{cases}\tag{1}$$

The constant follows from counting plane waves. With two spins and $g_v$ valleys, there are $2g_v\,(2\pi k\,dk)/(4\pi^2)=g_v k\,dk/\pi$ states per area in $dk$. Since $\varepsilon=k^2/2m^*$ gives $k\,dk=m^*d\varepsilon$, we have $D_0=g_vm^*/\pi$.

Let $\eta$ be the local Fermi level measured from the local band edge. The sheet density is

$$n(\eta)=\int_{-\infty}^{\infty}D(\varepsilon)f\,d\varepsilon,\qquad f=\frac{1}{1+e^{(\varepsilon-\eta)/\tau}}.\tag{2}$$

A prime on $n$ means $d/d\eta$. At $\tau=0$ all states below $\eta$ are filled, so for $\eta<0$

$$n=\int_{-\infty}^{\eta}D_0e^{\varepsilon/W}d\varepsilon=D_0W\,e^{\eta/W}.\tag{3}$$

The density is exponential in $\eta$ even without thermal excitation: moving the band edge down by $W$ brings $e$ times as many tail states below the Fermi level.

**Electrostatics.** The sheet, at potential $\psi$, lies between a gate at potential $V_G$ and a grounded back plate. The capacitances per area are $C$ and $C_b$, each equal to $\varepsilon_r/(4\pi t)$ for a dielectric of thickness $t$. Gauss's law equates the charge facing the two plates to the electron charge,

$$C(\psi-V_G)+C_b\psi=-n .$$

Hence $V_G=m\psi+n/C$, with $m=1+C_b/C$. The band edge for electrons is at energy $E_0-\psi$. Let the local Fermi level be at $-V$, where $V$ runs from 0 at the source to the drain bias $V_d>0$. Then $\eta=-V-(E_0-\psi)$, or $\psi=\eta+V+E_0$. Absorbing the constant into $V_g=V_G-mE_0$ gives

$$V_g=m(\eta+V)+\frac{n(\eta)}{C}.\tag{4}$$

This treats each point of the channel as a local capacitor, which requires a channel long compared with the dielectric thicknesses.

**Transport.** All states, tail states included, are given the same constant mobility $M$. This is an assumption: disorder can localize tail states in a real channel, and their mobility then depends on energy and temperature. The electron flux per width is then $Mn\,dV/dx$. Without leakage, recombination or source-to-drain tunnelling the current $I$ is the same at every $x$. Integrating over a channel of length $L$ and width $w_c$ gives

$$I=K\int_0^{V_d}n\,dV,\qquad K=\frac{Mw_c}{L}.\tag{5}$$

### The swing for any drain bias

At fixed $V_g$, the differential of (4) along the channel is $0=m(d\eta+dV)+n'd\eta/C$, so

$$dV=-\left(1+\frac{n'}{mC}\right)d\eta .\tag{6}$$

As $V$ rises from 0 to $V_d$, $\eta$ falls from $\eta_s$ at the source to $\eta_d$ at the drain. The minus sign in (6) reverses the limits, and with $nn'=(n^2/2)'$ equation (5) becomes

$$I=K\left[\int_{\eta_d}^{\eta_s}n\,d\eta+\frac{n_s^2-n_d^2}{2mC}\right],\tag{7}$$

where $n_s=n(\eta_s)$ and $n_d=n(\eta_d)$.

To differentiate with respect to $V_g$, note that $V$ is fixed at each end, so (4) gives $d\eta/dV_g=1/(m+n'/C)$ there. The source end contributes

$$K n_s\left(1+\frac{n_s'}{mC}\right)\frac{1}{m+n_s'/C}=\frac{Kn_s}{m},$$

because the bracket equals $(m+n_s'/C)/m$. The drain end contributes the same form with a minus sign. Therefore

$$\frac{dI}{dV_g}=\frac{K}{m}(n_s-n_d).\tag{8}$$

The swing is $S=dV_g/d(\log_{10}I)=\ln10\;I/(dI/dV_g)$. Dividing (7) by (8), and using $n_s^2-n_d^2=(n_s-n_d)(n_s+n_d)$, we find

$$S=\ln10\left[m\Lambda+\frac{n_s+n_d}{2C}\right],\qquad \Lambda=\frac{\int_{\eta_d}^{\eta_s}n\,d\eta}{n_s-n_d}.\tag{9}$$

Within the model this holds at any temperature and drain bias. The energy $\Lambda$ contains the statistics, $m$ the loss of gate control to the back plate, and the last term the gate voltage spent on charging the channel.

### What the tail does to $\Lambda$

Since $f$ depends on $\varepsilon-\eta$, $\partial f/\partial\eta=-\partial f/\partial\varepsilon$. Integration by parts gives

$$n'=-\int D\,\frac{\partial f}{\partial\varepsilon}\,d\varepsilon=\int\frac{dD}{d\varepsilon}\,f\,d\varepsilon .$$

The boundary terms vanish because $D\to0$ at the bottom and $f\to0$ at the top. $D$ is continuous at the edge, so its derivative has no delta function there: it is $D/W$ for $\varepsilon<0$ and zero for $\varepsilon>0$. The last integral is thus the tail density divided by $W$, and

$$Wn'=n-n_b,\tag{10}$$

where $n_b$ is the density above the edge. Because $f=-\tau\,\partial_\varepsilon\ln(1+e^{(\eta-\varepsilon)/\tau})$,

$$n_b=D_0\int_0^\infty f\,d\varepsilon=D_0\tau\ln\left(1+e^{\eta/\tau}\right).\tag{11}$$

Integrating (10) from $\eta_d$ to $\eta_s$ and dividing by $n_s-n_d$ yields

$$\Lambda=W+\frac{\int_{\eta_d}^{\eta_s}n_b\,d\eta}{n_s-n_d}.\tag{12}$$

The excess of $\Lambda$ over $W$ comes from carriers thermally excited above the edge. It is positive, so $\Lambda\ge W$.

A second lower bound follows from $\partial f/\partial\eta=f(1-f)/\tau\le f/\tau$. Multiplying by $D$ and integrating gives $\tau n'\le n$, and integration over $\eta$ gives $\Lambda\ge\tau$. Since the charge term in (9) is positive,

$$S\ge m\ln10\,\max(W,\tau).\tag{13}$$

Neither cooling nor a different drain bias takes the swing of this model below $m\ln10\,W$.

### The limit of zero temperature

It remains to show that the excess in (12) vanishes. Take $\eta_s<0$. For the numerator, $\ln(1+x)\le x$ gives

$$\int_{\eta_d}^{\eta_s}n_b\,d\eta\le D_0\tau\int_{-\infty}^{\eta_s}e^{\eta/\tau}d\eta=D_0\tau^2e^{\eta_s/\tau}.$$

For the denominator, $-\partial f/\partial\varepsilon$ is a positive peak of unit area, symmetric about $\eta$. Half its area lies above $\eta$, where $D$ is at least $D(\eta)$, so $n'\ge D(\eta)/2$. Integrating,

$$n_s-n_d\ge\tfrac12D_0W\left(e^{\eta_s/W}-e^{\eta_d/W}\right).$$

Dividing the two bounds and writing $\eta_s=-|\eta_s|$,

$$0\le\Lambda-W\le\frac{2\tau^2}{W}\,\frac{e^{-|\eta_s|(1/\tau-1/W)}}{1-e^{-(\eta_s-\eta_d)/W}}.\tag{14}$$

The denominator must not approach zero. Subtracting (4) at the drain from (4) at the source gives $m(\eta_s-\eta_d)+(n_s-n_d)/C=mV_d$. By (10), $n'\le n/W\le n_s/W$ along the channel, so $n_s-n_d\le(\eta_s-\eta_d)n_s/W$ and

$$\eta_s-\eta_d\ge\frac{V_d}{1+n_s/(mCW)}.\tag{15}$$

This is positive for any bounded $n_s$.

We must also say what is held fixed while cooling. Suppose it is the source density, with $n_s<D_0W$. A second integration by parts writes $n(\eta)$ as the average of the zero-temperature density over the symmetric peak $-\partial f/\partial\varepsilon$. The zero-temperature density is convex, because its slope $D$ never decreases. It therefore lies above its tangent at $\eta$, and the average of that tangent is its value at $\eta$. Thermal smearing thus cannot lower the density at given $\eta$, and $D_0We^{\eta_s/W}\le n_s$, or

$$\eta_s\le W\ln\frac{n_s}{D_0W}<0.\tag{16}$$

The exponent in (14) then tends to $-\infty$ as $\tau\to0$. If instead $V_g$ is fixed, with $V_g<D_0W/C$, the same inequality applied to (4) keeps $\eta_s$ at or below its negative zero-temperature value. The density stays bounded, since for $\eta_s<0$ the tail holds at most $D_0W$ and the band at most $D_0\tau\ln2$. In both cases $\Lambda\to W$, and

$$S\;\longrightarrow\;\ln10\left[mW+\frac{n_s+n_d}{2C}\right]\qquad(\tau\to0).\tag{17}$$

For $m\to1$ and $n_s\ll CW$, restoring the charge gives

$$S\to\ln10\,\frac{W}{q}.\tag{18}$$

### Crossover at finite temperature

For fixed $\tau<W$, the bound (14) also vanishes when $\eta_s\to-\infty$, so deep below threshold the swing reaches its tail value before the temperature reaches zero.

For $\tau>W$ the deep limit is different. There $f$ approaches $e^{(\eta-\varepsilon)/\tau}$ from below, and the integral

$$\int D\,e^{-\varepsilon/\tau}d\varepsilon=D_0\left[\tau+\frac{W\tau}{\tau-W}\right]=\frac{D_0\tau^2}{\tau-W}$$

is finite. Hence $n\to D_0\tau^2e^{\eta/\tau}/(\tau-W)$, and inserting this exponential in (9) gives $\Lambda\to\tau$, the Boltzmann value.

The two regimes differ in where the electrons sit. Above the Fermi level the occupied density varies as $e^{\varepsilon(1/W-1/\tau)}$ within the tail. For $\tau>W$ it grows towards the band edge and peaks there. Deep below threshold it falls off into the tail over the energy $W\tau/(\tau-W)$, and by the two terms of the integral above the tail holds a fraction $W/\tau$ of the carriers, so they are close to the edge only for $\tau$ well above $W$. For $\tau<W$ it falls with energy, and its peak lies near the Fermi level, inside the tail. The dividing temperature is $k_BT=W$. At finite $\eta_s$ the change is gradual: in the worked case below, $\Lambda$ exceeds $W$ by 8% at $\tau=W$.

### A worked case

Take round model parameters: $W=0.004$ eV, $m^*=0.2$, $g_v=2$, dielectrics of relative permittivity 4 with thicknesses 10 and 250 angstrom, and a drain bias of 0.02 eV per elementary charge. The capacitance ratio gives $m=1+10/250=1.04$. The source density is held at $10^{-8}$ per square angstrom, far below both $D_0W=6.68\times10^{-5}$ and $CW=8.84\times10^{-6}$ in the same unit. In the table energies are in eV and $S$ is in eV per elementary charge per decade.

| $\tau$ | $\eta_s$ | $\Lambda$ | $S$ |
|---|---|---|---|
| 0.0250 | −0.2704 | 0.02500 | 0.05988 |
| 0.0050 | −0.0529 | 0.00507 | 0.01214 |
| 0.0030 | −0.03995 | 0.00402 | 0.00964 |
| 0.0004 | −0.0353 | 0.00400 | 0.00958 |

The swing obtained by solving (4) along the channel, integrating (5) and differencing the current agrees with (9) within one part in $10^5$ at every temperature in the numerical output.

In the first row $\Lambda$ equals $\tau$. In the third, $\tau$ is already below $W$, and $\Lambda$ exceeds $W$ by $2.5\times10^{-5}$ eV, inside the bound of $1.6\times10^{-4}$ eV from (14). In the last row the bound on the excess is negligible and (17) gives

$$S=2.3026\,(1.04\times0.004+2.3\times10^{-6})=0.00958,$$

where the second term is the charge term. With $m=1$ the solved swing is 0.00922, against $\ln10\,W=0.00921$. The main results in practical units are

$$\ln10\,\frac{W}{q}=9.21\ \text{mV per decade},\qquad \frac{W}{k_B}=46.4\ \text{K}.$$

By (13), reducing the current by five decades therefore takes at least $5\times9.21\approx46$ mV within the model, at any temperature. The source density of the table is $10^{8}$ per cm$^2$, about one electron per square micrometre, with the Fermi level $8.8W$ below the edge at the lowest temperature; five decades lower it lies about $20W$ below. The figure applies to a real device only over the range in which its tail remains exponential, conducts with uniform mobility and contains enough states to be treated as a continuum.

Small charge is a real restriction. Raising the source density to $2\times10^{-6}$ per square angstrom, still below $CW$, makes the charge term $4.56\times10^{-4}$ eV. The swing at the lowest temperature becomes $2.3026\,(0.00416+0.000456)=0.01063$, which is 11% above $m\ln10\,W$.

### When the limit fails

**The tail does not conduct.** Suppose tail states hold charge but carry no current. At small drain bias $I=Kn_bV_d$, while (4) still gives $d\eta/dV_g=1/(m+n'/C)$. Hence

$$S=\ln10\left(m+\frac{n'}{C}\right)\frac{n_b}{n_b'}.\tag{19}$$

From (11), $n_b'=D_0e^{\eta/\tau}/(1+e^{\eta/\tau})$, so $n_b/n_b'\to\tau$ when $e^{\eta/\tau}\ll1$. At fixed $\eta<0$, $n'$ stays finite and $S$ goes to zero with $\tau$. For the source density of the table, the swing falls from 0.00240 at $\tau=0.001$ eV to 0.00096 at $\tau=0.0004$ eV. This small swing belongs to a current that itself vanishes, as $\tau e^{-|\eta|/\tau}$. If instead the conducting density $n_b$, and with it the current, is held fixed, $\eta$ moves towards the edge on cooling and $n'/C$ grows towards $D_0/C\approx7.6$. For $n_b=10^{-8}$ per square angstrom, (19) gives 0.00573, 0.00542 and 0.00465 at $\tau=0.002$, 0.001 and 0.0004 eV, against $m\ln10\,\tau=0.00479$, 0.00239 and 0.00096; it falls to 0.00178 at $\tau=0.0001$ eV. A non-conducting tail thus sets no floor $m\ln10\,W$, but the charge it stores can still flatten the swing at fixed current over a wide range of temperature.

**The tail ends.** If there are no states below $-c$, the zero-temperature density for $-c<\eta<0$ is $D_0W(e^{\eta/W}-e^{-c/W})$, and $n'=D_0e^{\eta/W}$. At small drain bias $\Lambda$ reduces to

$$\frac{n}{n'}=W\left[1-e^{-(c+\eta)/W}\right].\tag{20}$$

The step in $D$ at $-c$ breaks (10), and the lower bound $W$ is lost. With $c=0.05$ eV and $\eta=-0.045$ eV, the exponent is $0.005/0.004=1.25$ and the small-bias $\Lambda$ is 0.00285 eV instead of 0.004 eV; at a drain bias of 0.02 it is lower still, 0.00199 eV. The limit (18) therefore needs a Fermi level several $W$ above the bottom of the tail.

**The mobility varies with energy.** At small bias, let the conductivity be $\int s(\varepsilon)(-\partial f/\partial\varepsilon)\,d\varepsilon$, with $s\propto e^{\varepsilon/w}$ in the tail. As $\tau\to0$ the peak selects $s(\eta)\propto e^{\eta/w}$, and with negligible charge $S\to m\ln10\,w$. Constant mobility is the case $w=W$, by (3). Within this model, which excludes leakage and source-to-drain tunnelling, a saturated swing at negligible channel charge, divided by $m\ln10$, thus gives the decay energy $w$ of the conduction. This equals the width $W$ of the density of states when the mobility is uniform. In a real device, interface traps or a threshold that varies across the channel can also change the swing, so a measured saturation does not by itself identify a band tail.

## Computed results

```
INPUTS
tail width W = 0.0040 eV
effective mass = 0.2 electron masses, valleys = 2
relative permittivity = 4.0
gate dielectric = 10.0 angstrom
back dielectric = 250.0 angstrom
drain bias = 0.02 eV per charge
source density = 1.0e-08 per angstrom^2
DERIVED
D0 = 0.01671 per eV angstrom^2
D0*W = 6.6837e-05 per angstrom^2
C = 2.21054e-03 charge^2 per eV angstrom^2
C*W = 8.8422e-06 per angstrom^2
body factor m = 1.0400
SERIES: energies in eV, swings in eV per charge per decade
tau     eta_s     Lambda     S_formula  S_current
0.0250  -0.27036  0.0250002  0.0598753  0.0598753
0.0100  -0.10234  0.0100003  0.0239535  0.0239535
0.0050  -0.05287  0.0050683  0.0121422  0.0121422
0.0030  -0.03995  0.0040249  0.0096437  0.0096437
0.0020  -0.03704  0.0040001  0.0095841  0.0095841
0.0010  -0.03565  0.0040000  0.0095840  0.0095840
0.0004  -0.03530  0.0040000  0.0095840  0.0095840
UPPER BOUND ON Lambda - W
tau 0.0030 eV: excess bound 1.62e-04 eV
tau 0.0020 eV: excess bound 1.92e-07 eV
tau 0.0010 eV: excess bound 1.23e-15 eV
tau 0.0004 eV: excess bound 2.61e-39 eV
LOWEST TEMPERATURE, swings in eV per charge per decade
thermal value ln10*tau = 0.0009210
limit ln10*W = 0.0092103
limit m*ln10*W = 0.0095788
solved swing, m = 1: 0.0092156
drain density = 6.745e-11 per angstrom^2
charge term (n_s+n_d)/(2C) = 2.277e-06 eV
LARGER CHARGE at the lowest temperature
source density = 2.0e-06 per angstrom^2
charge term (n_s+n_d)/(2C) = 4.562e-04 eV
solved swing = 0.0106291 eV per charge per decade
NON-CONDUCTING TAIL, swing in eV per charge per decade
tau 0.0010 eV: 0.0023973
tau 0.0004 eV: 0.0009589
FINITE TAIL
depth = 0.05 eV, eta = -0.045 eV, tau = 0.0001 eV
length n/n' = 0.002855 eV
zero-temperature formula = 0.002854 eV
DEEP BELOW THRESHOLD, tau = 0.003 eV, eta_s = -0.15 eV
Lambda = 0.0040000 eV
CONVERSIONS OF MAIN RESULTS
ln10*W/q = 9.210 mV per decade
crossover temperature W/k_B = 46.42 K
lowest temperature = 4.64 K
```
